Grand-canonical Monte Carlo for pore water: detailed balance and sweep hysteresis

**1. Definitions and conventions**

A rigid pore is divided into M cubic cells of side a, each empty or holding one water. N is the number of waters, B the number of filled nearest-neighbour pairs, and C the number of contacts between filled cells and the wall. In units of kT, the bond strength is ε and the wall strength is w:

E/kT = −εB − wC

Both are effective free energies at one temperature, since they absorb the orientations and hydrogen-bond arrangements that the cells do not resolve. Their temperature derivatives are unknown, so the model gives no heats of adsorption.

The pore exchanges heat and water with a large vapour reservoir. A microstate of the pore with energy U has a probability proportional to the number of reservoir states left over, exp[S_R(E_tot − U, N_tot − N)/k]. Expanding S_R to first order, with ∂S_R/∂E = 1/T and ∂S_R/∂N = −μ/T, gives a weight exp[(μN − U)/kT]. Summing over all microstates that share one cell pattern s replaces U by the effective free energy E; a constant factor per molecule only shifts the zero of μ. Hence

π(s) = exp(εB + wC + ψN)/Ξ, ψ = μ/kT

Here Ξ is the sum of the numerators, and Ω = −kT ln Ξ is the grand potential.

Relative humidity is h = p/p_sat. To locate saturation, consider bulk cells with six neighbours and exchange filled and empty, n_i = 1 − n_i′. There are 3M pairs, so

B = 3M − 6N′ + B′, N = M − N′

εB + ψN = constant + εB′ − (6ε + ψ)N′

The exponent keeps its form if ψ = −6ε − ψ. Below the bulk critical temperature, dense and dilute phases therefore coexist at ψ = −3ε. In dilute vapour ln Ξ ≈ M e^ψ, and since ln Ξ = pMa³/kT, the pressure is p ≈ (kT/a³)e^ψ. Hence

ψ = −3ε + ln h, p_sat ≈ (kT/a³)e^(−3ε)

For the parameters of section 6, the next term of the density expansion changes p at saturation by 0.26% of its ideal value.

**2. Insertion and deletion rules**

Let P_ij be the probability of moving from state i to state j in one step. Detailed balance is

π_i P_ij = π_j P_ji

Summing over i gives Σ_i π_i P_ij = π_j, so π is stationary. If every state can also be reached from every other, π is the unique stationary distribution. P is the product of a proposal probability and an acceptance A, and both belong in the balance.

**Molecules in continuous space.** Let ζ be the activity, normalised so that an ideal gas has number density ζ. An unordered set of N positions then has density proportional to ζ^N e^(−E/kT). Choose insertion or deletion with probability ½ each. Insertion draws a uniform point in volume V and a uniform orientation; deletion picks one of the molecules present. Balance between N and N+1 reads

ζ^N e^(−E/kT) · ½ · (1/V) · A_ins = ζ^(N+1) e^(−E′/kT) · ½ · [1/(N+1)] · A_del

so that, with ΔE = E′ − E,

A_ins/A_del = q = ζV e^(−ΔE/kT)/(N+1)

Since min(1, q)/min(1, 1/q) = q, this ratio is met by

A_ins = min[1, ζV e^(−ΔE/kT)/(N+1)]

A_del = min[1, N e^(−ΔE/kT)/(ζV)]

In the second line N is the number before deletion and ΔE is the energy change of the deletion. A deletion attempted at N = 0 is rejected, and the unchanged state is counted.

If the factors N+1 and N are left out, the balance is solved by a density whose ratio between N+1 and N is larger by N+1. The chain then samples N! times the intended weight. Hard rods of unit length in a box of length 6 show the size of the error. Removing the rod lengths from the ordered positions gives Ξ = Σ_N ζ^N(6−N)^N/N!. At ζ = 2 the mean is ⟨N⟩ = 2.513. Simulation with the correct rule gives 2.510, and without the counting factors 3.37, close to the 3.40 obtained by dropping N! from the sum. The faulty chain runs smoothly and settles to a steady value, so steadiness does not reveal the fault.

**Cells picked from lists.** If insertion picks one of the M−N empty cells and deletion one of the filled cells, 1/V is replaced by 1/(M−N):

A_ins/A_del = [(M−N)/(N+1)] exp(εm + wc + ψ)

Here m is the number of filled neighbours of the cell and c its number of wall contacts. If one cell is instead picked from all M and its occupation flipped, both proposals have probability 1/M and the counting factor cancels.

**Heat bath on a checkerboard.** With its neighbours fixed, a cell has weight 1 when empty and exp(εm + wc + ψ) when filled. Drawing its new state from these weights fills it with probability

f = 1/[1 + exp(−εm − wc − ψ)]

Insertion and deletion then have the ratio f/(1−f) = exp(εm + wc + ψ), as required.

Colour the cells like a checkerboard. Cells of one colour are not neighbours, so with the other colour frozen in configuration r they are independent and can be redrawn together. The probability flux from s to t is π(r)π(s|r)π(t|r), which is symmetric in s and t. Call the two updates K₁ and K₂. Choosing the colour at random gives (K₁ + K₂)/2, which keeps detailed balance. The fixed order K₁K₂ keeps π stationary, but its time reverse is K₂K₁, in general a different matrix. A closed channel needs an even number of slices, or the colouring fails at the seam.

**3. Where the pore should fill**

Take a channel of n×n cells in section and L slices, closed into a ring. A full slice has 2n(n−1) internal bonds, n² bonds to the next slice and 4n wall contacts. At low temperature the competing states are nearly empty, with Ω ≈ 0, and nearly full, with

Ω_full/kT = −L[ε(3n² − 2n) + 4nw + n²(−3ε + ln h)]
= L[2nε − 4nw − n² ln h]

Setting this to zero gives the closed-channel result. An open channel lacks the n² bonds that closed the ring, which adds εn² to Ω_full/kT:

ln h_eq = (2ε − 4w)/n (closed)

ln h_eq = (2ε − 4w)/n + ε/L (open)

This is the Kelvin equation in lattice form. Separating liquid along a plane breaks one bond per area a² and makes two surfaces, so γ = εkT/(2a²). Replacing vapour by liquid at a wall costs (ε/2 − w)kT/a², so Young's equation gives

cos θ = (w − ε/2)/(ε/2) = 2w/ε − 1

This θ is nominal: it is the angle an isotropic liquid with the same γ and wall energy would make. On the lattice at low temperature an inclined surface is a staircase costing γ(|cos φ| + |sin φ|) per area at tilt φ, so for 0 < w < ε a drop is a box with vertical sides, and w sets only its height-to-width ratio. The result below needs only the product γ cos θ, which is the wall energy difference.

With channel width D = na, the closed result becomes ln h_eq = −4γa³ cos θ/(kTD). The formulas are leading order at low temperature. They omit wall films and thermal defects, and the contact angle needs 0 ≤ w ≤ ε.

**4. A reference without sampling**

For a narrow channel, Ξ follows from a transfer matrix. Let g(s) be the weight of slice state s, including its internal bonds, wall contacts and ψ, and let s·s′ count cells filled in both adjacent slices. Then

T(s,s′) = √g(s) e^(ε s·s′) √g(s′)

Ξ_closed = Tr T^L, Ξ_open = uᵀT^(L−1)u, u(s) = √g(s)

The mean is ⟨N⟩ = ∂ln Ξ/∂ln h. Its slope is ∂⟨N⟩/∂ln h = ⟨N²⟩ − ⟨N⟩² ≥ 0. For finite M, Ξ is a polynomial in h with positive coefficients, so the equilibrium isotherm is smooth, rising and single-valued. As L → ∞ at fixed n, the finite matrix T has positive entries and hence a non-degenerate largest eigenvalue, so there is still no phase transition. A hysteresis loop in this model is therefore a failure to equilibrate within the sweep, even when every move obeys detailed balance.

**5. Sweep algorithm and work bracket**

    build neighbour lists, wall contacts c and colours
    for each branch:
        forward: all replicas empty, ln h ascending
        reverse: all replicas full, ln h descending
        for each plateau ln h:
            tabulate f for each cell and m = 0..6
            repeat 2 × (sweeps per plateau) times:
                pick a colour at random
                for all cells of that colour, all replicas:
                    m = number of filled neighbours
                    filled = (uniform random number < f)
            store N of every replica

Changing ψ at a fixed state does the reduced work −NΔψ. With N_i stored at the end of plateau i,

W = −Σ_i N_i(ψ_(i+1) − ψ_i)

Let ρ_i(s) be the unnormalised weight on plateau i. The factor exp[N(ψ_(i+1) − ψ_i)] turns ρ_i into ρ_(i+1), and the moves on the next plateau preserve ρ_(i+1). Starting from equilibrium and repeating this to the last plateau gives

⟨e^(−W)⟩ = Ξ_last/Ξ_first

Because the exponential is convex, ⟨e^(−W)⟩ ≥ e^(−⟨W⟩), hence ⟨W_fwd⟩ ≥ ΔΩ/kT. The reverse sweep gives ⟨W_rev⟩ ≥ −ΔΩ/kT. Together,

−⟨W_rev⟩ ≤ ΔΩ/kT ≤ ⟨W_fwd⟩

The gap ⟨W_fwd⟩ + ⟨W_rev⟩ is the dissipated work. It does not vanish for infinitely long plateaus if the step δ in ln h is finite. The forward sum uses N before each upward step and the reverse sum uses N before each downward step. On a common isotherm their difference is δ(N_top − N_bottom), or about δ per cell when the pore goes from empty to full.

**6. Worked example**

The parameters are round values for a hydrophilic pore about 1 nm wide: a = 0.31 nm, ε = 3.5, w = 3.3, n = 3, L = 24, at 298.15 K. The channel is 0.93 nm wide and 7.44 nm long, with M = 216. The formulas above give γ = 75 mN/m, p_sat = 28.5 Torr and a nominal θ = 28°. The equilibrium estimates are

closed: ln h_eq = (7 − 13.2)/3 = −2.067

open: ln h_eq = −2.067 + 3.5/24 = −1.921

The transfer matrix, solved numerically for half filling, gives −2.066 and −1.925, or 12.7% and 14.6% RH.

At weak coupling, where the chain mixes quickly, sampler and matrix can be compared directly. For ε = 1, w = 0.9 and ln h = −0.5, the sampled filling is 0.501 ± 0.002 closed and 0.460 ± 0.002 open; the matrix gives 0.500 and 0.461.

The sweeps use 24 replicas and 31 plateaus from ln h = −6 to 0, so δ = 0.2, with 300 sweeps per plateau. Mean filling fractions at selected humidities are:

| %RH | closed up | closed down | closed equil. | open up | open down |
|---|---|---|---|---|---|
| 1.8 | 0.000 | 0.581 | 0.000 | 0.000 | 0.000 |
| 9.1 | 0.001 | 1.000 | 0.001 | 0.002 | 0.502 |
| 13.5 | 0.001 | 1.000 | 1.000 | 0.001 | 0.947 |
| 44.9 | 0.181 | 1.000 | 1.000 | 0.078 | 0.999 |
| 67.0 | 1.000 | 1.000 | 1.000 | 0.999 | 1.000 |

Each replica's transition is placed midway between the plateaus where it crosses half filling, and the results are averaged. The closed channel fills at ln h = −0.68 ± 0.03 (50% RH, 14.4 Torr) and dries at −3.97 ± 0.06 (1.9% RH, 0.54 Torr). The open channel fills at −0.66 ± 0.02 (52% RH, 14.8 Torr) and dries at −2.42 ± 0.02 (8.9% RH, 2.5 Torr). The errors are standard errors over replicas and exclude the finite step.

Open ends leave filling unchanged within these errors but bring drying much closer to equilibrium. Removing a corner cell from an end face of a full channel breaks three bonds and two wall contacts, at a grand-potential cost of

3ε + 2w + ψ = 2w + ln h

in units of kT. In the interior a fourth bond is broken and the cost is larger by ε = 3.5. An open channel can thus retreat from its ends, while a closed one must first open a cavity. Open drying also lags in these sweeps. Removing a whole slice from an end changes Ω/kT by 4nw − 2nε + n² ln h = 18.6 + 9 ln h. At the open equilibrium point this is still +1.3, because the surface energy of the two ends is recovered only when the last slice empties. In this energy count, which leaves out the entropy of sharing the empty slices between the two ends, removing a slice becomes favourable below ln h = −2.067. Even there the first cell of each slice costs about 6.6 − 2.1 = 4.5 to remove, and the cheapest cell-by-cell path climbs further: after a corner and its two edge neighbours the cost peaks at 4w + 3 ln h = 7.0.

The midpoint of a loop is a poor estimate of equilibrium here. In ln h it lies at −2.33 for the closed channel and −1.54 for the open one, against −2.07 and −1.93.

The closed work bracket is −878 < −446 < −128, with the transfer-matrix ΔΩ/kT in the middle; the open one is −529 < −415 < −121. Dissipation per cell in the closed channel is (878 − 128)/216 = 3.47. With plateaus of 75 sweeps and the same δ it is 4.01. For the open channel the values are 1.89 and 2.41. About 0.2 of each comes from the finite step; the fall with longer plateaus shows the kinetic part.

**7. Comparison with a real film**

Plasma processing can strip methyl groups from a porous organosilicate film and leave hydrophilic silanols, which is the case intended here. Water near room temperature has a surface tension of roughly 72 mN/m and a saturation pressure of roughly 24 Torr, so the model is close in the first and somewhat high in the second. The wall energy is a chosen value. Lowering w by 0.3 moves the open equilibrium from 14.6% to 21.8% RH. With w = 1.5, a nominal contact angle of 98° representing an undamaged wall, the closed channel at saturation has an equilibrium filling of 3×10⁻⁴.

The filling branch is sensitive to the assumption of a uniform wall. Adding 3 kT per wall contact in two adjacent slices, as a hydroxyl-rich collar, moves closed-channel filling from 50% to 16% RH at the same sweep rate. Equilibrium moves much less. Compare the full channel with one filled in the collar alone: 22 slices of 9 cells differ, and filling them removes two menisci worth 9ε in total. The shift in ln h_eq is −9(3.5)/198 = −0.16 in this energy count (−0.15 from the transfer matrix with the collar included), against −1.15 for the simulated filling point. The collar mainly supplies a nucleus.

A 10% spread in width shifts ln h_eq by about 0.21, since ln h_eq varies as 1/D. For incompressible liquid dμ = a³dp, so the tension at open drying is −(kT/a³) ln h, about 330 MPa. This is an extrapolation: filled cells have a fixed volume, whereas real water stretches appreciably under tension. A rough extrapolation of its equation of state from ambient pressure puts the limit of stability of the bulk liquid near −170 to −250 MPa, or ln h ≈ −1.3 to −1.9. The drying tension probably lies beyond that limit and the model's equilibrium points at or beyond it, so a bulk-liquid pressure may have no direct meaning there. Divided by a rough skeleton modulus of 5 GPa, the estimated tension gives a strain scale of about 7%, so the rigid-wall assumption is doubtful there. In a pore three molecules wide, a bulk surface tension is itself an approximation.

**8. Cost, stability and failure modes**

One sweep costs of order M operations per replica, and storage is one byte per cell and replica. The transfer matrix has 2^(n²) slice states: 512 for n = 3 but 65,536 for n = 4, where a dense matrix is impractical. It need not be stored: e^(ε s·s′) is a product of one 2×2 factor per cell, so T acts on a vector in about n²·2^(n²) operations. In this way the open channel with n = 4 and L = 24 gives ln h_eq = −1.405, against −1.404 from section 3. For much wider pores, Ω of the filled branch can be found by integration. Multiply ε and w by λ, and start at λ = 0, where Ξ = (1 + e^ψ)^M. Raise λ to 1 at a ψ large enough to keep the pore full, then lower ψ along the filled branch, using

d ln Ξ = ⟨εB + wC⟩dλ + ⟨N⟩dψ

The empty branch is integrated upward from dilute vapour. Equilibrium lies where the two values of Ω cross, provided that neither path passes through a transition.

- A mean filling of 0.58 may combine full, empty and partly filled replicas. Store each replica.
- The derivation of the work bracket assumes that each sweep starts in equilibrium, but not that it ends there. If the branches fail to meet at an end of the range, at least one of them is out of equilibrium there, and if it is the one that starts there, the derivation no longer guarantees the bracket. Widen the range or lengthen the end plateaus until they meet.
- A loop that narrows with longer plateaus is kinetic, but one that seems not to narrow is not thereby an equilibrium property. Waiting times can grow exponentially with a barrier.
- Monte Carlo sweeps are not seconds. Loop widths here cannot be assigned to a purge or bake time without a physical rate.
- Random numbers with 24 bits cannot resolve fill probabilities near 2⁻²⁴. Use double precision if such rare insertions control nucleation.
